# Certified Band-Edge Eigenvalues from Residual Norms and a Spectral Gap

## A converged-looking number without an error bar

An eigensolver returns a conduction-band edge of 0.839416 eV. The printed decimals do not say how many of them are right. Watching the value settle from one iteration to the next is no proof either: an iteration can stall, or settle near a different eigenvalue.

The residual, which measures how badly the eigenvalue equation is violated, gives a guarantee. For this number the residual norm is 14.4 meV, and on its own it proves that some eigenvalue lies within 14.4 meV. That is a poor guarantee, because the actual error is 0.35 meV. It also leaves open which eigenvalue has been found. Both defects are cured by one further piece of information: an interval known to contain the wanted eigenvalue and no other.

## Three levels by hand

Take the real symmetric matrix, in arbitrary energy units,

$$
H=\begin{pmatrix}-1&0&0\\0&0&3/8\\0&3/8&1\end{pmatrix}.
$$

The first state plays the part of a valence level. The target is the middle eigenvalue, and the trial vector is $v=(0,1,0)^T$. Its mean energy is $\theta=v^THv=0$. Since $Hv=(0,0,3/8)^T$, the residual is

$$
r=Hv-\theta v=(0,0,3/8)^T,\qquad \varepsilon=\|r\|=3/8 .
$$

The residual alone promises an eigenvalue in $[-0.375,0.375]$.

Now look for a window. The lower-right block has characteristic polynomial $p(x)=x^2-x-9/64$. It is positive at $x=-1$, negative at $x=0$ and negative at $x=1$. One root therefore lies between $-1$ and $0$, and the other lies above $1$. The remaining eigenvalue is $-1$. Hence the open window $(\alpha,\beta)=(-1,1)$ contains one eigenvalue, $\lambda$.

Divide the squared residual by the distance from $\theta$ to each end of the window:

$$
\theta-\frac{\varepsilon^2}{\beta-\theta}=-\frac{9}{64},\qquad
\theta+\frac{\varepsilon^2}{\theta-\alpha}=\frac{9}{64}.
$$

The claim, proved below, is that $\lambda$ lies between these numbers, so $|\lambda|\le0.141$. Here it can be checked: $p(x)=(x+1/8)(x-9/8)$, so $\lambda=-1/8$.

The window matters. Suppose someone asserts $\beta=2$, overlooking the level at $9/8$. The lower end becomes $-9/128=-0.070$, and the interval $[-0.070,0.141]$ contains none of the eigenvalues $-1$, $-1/8$, $9/8$. A false gap bound produces a narrow and false certificate.

## The general inequality

Let $H$ be a finite Hermitian matrix with eigenvalues $\lambda_n$ and orthonormal eigenvectors $\psi_n$. Let $v$ be a unit vector, and define

$$
\theta=\langle v|H|v\rangle,\qquad r=Hv-\theta v,\qquad \varepsilon=\|r\| .
$$

The residual is orthogonal to $v$, because $\langle v|r\rangle=\theta-\theta=0$. For real $a$ and $b$,

$$
(H-a)v=(\theta-a)v+r,\qquad (H-b)v=(\theta-b)v+r .
$$

Take the inner product of these two vectors. The cross terms vanish by orthogonality, and $H-a$ is Hermitian, so

$$
\langle v|(H-a)(H-b)|v\rangle=\varepsilon^2+(\theta-a)(\theta-b). \tag{1}
$$

With the weights $p_n=|\langle\psi_n|v\rangle|^2$, the same average is

$$
\langle v|(H-a)(H-b)|v\rangle=\sum_n p_n(\lambda_n-a)(\lambda_n-b). \tag{2}
$$

**Existence.** Let $a<\theta<b$ and suppose $\varepsilon^2<(\theta-a)(b-\theta)$. The right side of (1) is then negative, so at least one term in (2) is negative. That requires an eigenvalue strictly between $a$ and $b$. Choosing $a=\theta-\eta$ and $b=\theta+\eta$ with any $\eta>\varepsilon$ puts an eigenvalue within $\eta$ of $\theta$. There are finitely many eigenvalues, so letting $\eta$ approach $\varepsilon$ gives the plain residual bound: some eigenvalue satisfies $|\lambda_n-\theta|\le\varepsilon$.

**Lower end.** Now let $(\alpha,\beta)$ contain $\theta$ and one eigenvalue $\lambda$. No eigenvalue lies strictly between $\lambda$ and $\beta$, so every product $(\lambda_n-\lambda)(\lambda_n-\beta)$ is zero or positive. Setting $a=\lambda$, $b=\beta$ in (1) gives

$$
\varepsilon^2+(\theta-\lambda)(\theta-\beta)\ge0
\quad\Longrightarrow\quad
(\theta-\lambda)(\beta-\theta)\le\varepsilon^2 .
$$

Division by the positive number $\beta-\theta$ gives the lower end.

**Upper end.** No eigenvalue lies strictly between $\alpha$ and $\lambda$. With $a=\alpha$, $b=\lambda$, the average is again non-negative:

$$
\varepsilon^2+(\theta-\alpha)(\theta-\lambda)\ge0
\quad\Longrightarrow\quad
(\lambda-\theta)(\theta-\alpha)\le\varepsilon^2 .
$$

Dividing by $\theta-\alpha>0$ completes the Kato–Temple inequality:

$$
\boxed{\;\theta-\frac{\varepsilon^2}{\beta-\theta}\le\lambda\le
\theta+\frac{\varepsilon^2}{\theta-\alpha}\;} \tag{3}
$$

Nothing was assumed about how $v$ was found. A poor solver gives a wide bracket, not a false one, as long as the window is right and contains $\theta$. If $\theta$ falls outside the window, as happens when the solver settles near the next level, (3) does not apply.

### Limits and failures

For the lowest eigenvalue, $\alpha$ may be sent to $-\infty$. The upper end becomes $\lambda\le\theta$, the variational principle. A conduction edge has valence levels below it, so its $\theta$ can fall on either side of $\lambda$.

The lower distance in (3) is shorter than $\varepsilon$ when $\varepsilon<\beta-\theta$, and the upper one when $\varepsilon<\theta-\alpha$. If another level approaches the target, the window must shrink and the advantage disappears. An exactly degenerate $\lambda$ does no harm, since the proof needs only the absence of other energies. For a cluster of different eigenvalues inside the window, the same argument gives less: the upper bound holds for the lowest member and the lower bound for the highest.

The slack in the lower end follows from equating (1) and (2):

$$
(\theta-\lambda)(\beta-\theta)=\varepsilon^2-\sum_n p_n(\lambda_n-\lambda)(\lambda_n-\beta).
$$

Equality holds when all the weight sits on levels at $\lambda$ and $\beta$. Weight on levels farther away makes the bound cautious.

### Why the bracket narrows quadratically

Write $v=(\psi+s\,w)/\sqrt{1+s^2}$, where $H\psi=\lambda\psi$ and $w$ is a unit vector orthogonal to $\psi$. Since $(H-\lambda)\psi=0$,

$$
(H-\lambda)v=\frac{s\,(H-\lambda)w}{\sqrt{1+s^2}},\qquad
\theta-\lambda=\frac{s^2}{1+s^2}\langle w|(H-\lambda)|w\rangle .
$$

Equation (1) with $a=b=\lambda$ then gives

$$
\varepsilon^2=\|(H-\lambda)v\|^2-(\theta-\lambda)^2
=\frac{s^2\|(H-\lambda)w\|^2}{1+s^2}-O(s^4).
$$

The residual is first order in the vector error $s$. The energy error and the width of (3) are second order. In a test on the lattice below, with a fixed random $w$, reducing $s$ from $10^{-2}$ to $10^{-3}$ lowered the residual 9.999 times and the energy error 99.99 times.

## A window for a two-dimensional channel

### The lattice model

Consider a honeycomb lattice with one orbital on each of the sublattices A and B. The lattice constant is $a_0=0.32$ nm, the gap is $\Delta=1.7$ eV and the nearest-neighbour hopping is $t=1.3$ eV. Energies are measured from the clean midgap. For Bloch phases $k_1,k_2$ along the two lattice vectors,

$$
H_0(k)=\begin{pmatrix}\Delta/2&tf\\tf^*&-\Delta/2\end{pmatrix},\qquad
f=1+e^{-ik_1}+e^{-ik_2}.
$$

Multiplying the matrix by itself cancels the off-diagonal terms and leaves $[(\Delta/2)^2+t^2|f|^2]$ times the identity. The trace is zero, so the two energies are

$$
E_\pm=\pm\sqrt{(\Delta/2)^2+t^2|f|^2}.
$$

The conduction edge $E_+=\Delta/2$ occurs where $f=0$. Three unit complex numbers add to zero when they are $120^\circ$ apart, which gives two valleys: $K=(120^\circ,-120^\circ)$ and $K'=(-120^\circ,120^\circ)$.

An $8\times8$ periodic supercell has 128 orbitals. Sampled at $K$, it contains the phases

$$
k_1=120^\circ+45^\circ m,\qquad k_2=-120^\circ+45^\circ n,
$$

with integers $m,n$. Reaching $K'$ would need $45m=120$ up to a multiple of 360, which no integer satisfies. The second valley's edge is therefore absent, and the target is isolated. With a supercell side that is a multiple of 3, both edges would be sampled and this window would fail.

The next clean level comes from points near $K'$. For $m=3$, $n=5$ the phases are equivalent to $-105^\circ$ and $105^\circ$, so $f=1+2\cos105^\circ=0.4824$ and

$$
E_{\rm next}=\sqrt{0.85^2+(1.3\times0.4824)^2}\ \text{eV}=1.0563\ \text{eV}.
$$

Enumeration of all 64 sampled points confirms that this is the second conduction level.

### Adding a trap

One smooth attractive trap in the neighbouring dielectric adds a diagonal potential $V$ to both sublattices. It is a Gaussian well $V=-V_0e^{-\rho^2/2\sigma^2}$, with $\rho$ the distance from its centre, depth $V_0=60$ meV and $\sigma=0.4$ nm, centred 0.30 and 0.45 lattice vectors from an A site and evaluated from the nearest periodic image. The last digits quoted below depend on these choices: centring the well on a site or a hexagon centre moves the edge by up to 0.005 meV, and summing all images lowers it by 0.04 meV. The nearest-image well satisfies $-V_0\le V\le0$ on every site.

These bounds carry over to ordered eigenvalues through the min-max principle,

$$
\lambda_j=\min_{\dim S=j}\ \max_{u\in S,\ \|u\|=1}\langle u|H|u\rangle .
$$

To see why it holds, note that any $j$-dimensional space $S$ contains a unit vector orthogonal to the lowest $j-1$ eigenvectors, whose mean energy is at least $\lambda_j$. The span of the lowest $j$ eigenvectors attains that value. For every $u$, the mean energy of $H=H_0+V$ lies between that of $H_0-V_0$ and that of $H_0$. Taking the maximum and then the minimum preserves this order:

$$
E_j-V_0\le\lambda_j\le E_j .
$$

Here $E_j$ are the ordered clean energies. There are 64 valence levels, so the conduction edge is $j=65$. Its neighbours obey

$$
\lambda_{64}\le-\Delta/2\equiv\alpha=-0.850\ \text{eV},
$$

$$
\lambda_{66}\ge E_{\rm next}-V_0\equiv\beta=0.996275\ \text{eV}.
$$

The target itself lies between $0.790$ and $0.850$ eV, inside the window. For such a well the construction is guaranteed when $V_0<E_{\rm next}-\Delta/2$, here 206 meV, and $V_0<\Delta$. A uniform part of the potential shifts all levels together, so for $V_{\min}\le V\le V_{\max}$ the window is $(-\Delta/2+V_{\max},\,E_{\rm next}+V_{\min})$ and the spread $V_{\max}-V_{\min}$ takes the place of $V_0$. No diagonalization of the disordered matrix was needed. The margin $E_{\rm next}-\Delta/2$ shrinks, though not monotonically, as the supercell samples the bands more densely: it is 69 meV for side 14, 46 meV for side 16, 47 meV for side 17 and 34 meV for side 20, so for this well the construction fails already at side 16 and a sharper bound on the next level is needed.

## The first certificate

Use the clean band-edge state as the trial vector. After its $K$ phases are factored out, it has the constant amplitude $1/8$ on the 64 A sites and vanishes on B. Hopping onto each B site cancels because the three phases sum to zero. On A, $H$ multiplies the amplitude by $\Delta/2+V$. Therefore

$$
\theta=\frac{\Delta}{2}+\overline{V_A},\qquad
\varepsilon=\sqrt{\overline{V_A^2}-\overline{V_A}^{\,2}} .
$$

The bar is an average over A sites. The mean energy is thus first-order perturbation theory, and the residual norm is the standard deviation of the potential. The values are $\overline{V_A}=-10.584$ meV and $\varepsilon=14.381$ meV, so $\theta=0.839416$ eV.

The distances to the window ends are $\beta-\theta=156.86$ meV and $\theta-\alpha=1689.42$ meV. Thus

$$
\frac{14.381^2}{156.86}=1.318\ \text{meV},\qquad
\frac{14.381^2}{1689.42}=0.122\ \text{meV}.
$$

The certified interval, computed from unrounded values and rounded outward, is

$$
0.838097\ \text{eV}\le\lambda\le0.839539\ \text{eV}.
$$

Its width is 1.44 meV, against 28.8 meV for the plain residual interval. Full diagonalization gives $\lambda=0.839066$ eV, inside the bracket. The lower end lies farther from $\theta$ than the upper end does, because $\beta$ is much closer to $\theta$ than $\alpha$ is.

## Improving the vector

The algorithm can now be stated.

1. Establish $\alpha$ and $\beta$, and show that they isolate the target.
2. Start from a trial vector $q_1$. Apply $H$ to the newest basis vector, orthogonalize the result against all earlier ones and normalize it. Repeating this gives a Krylov basis $Q$ with $m$ columns.
3. Diagonalize the small matrix $T=Q^\dagger HQ$. If $Ty=\theta y$ with $\|y\|=1$, then $v=Qy$ is a Ritz vector with mean energy $\theta$.
4. Among Ritz vectors with $\theta$ inside the window, choose the one with the smallest residual, computed with the full $H$.
5. Evaluate (3), add an allowance for rounding, and stop when the width is small enough for the purpose.

Step 4 cannot come up empty here. For $m\ge2$ the basis contains both $q_1$ and $Hq_1$, so the first coordinate vector has the same mean and residual norm with respect to $T$ as $q_1$ has with respect to $H$. These satisfy $\varepsilon^2<(\theta-\alpha)(\beta-\theta)$: the left side is 207 meV² and the right side is about 265,000 meV². The existence rule, applied to $T$, puts a Ritz value in the window.

The results, all in meV, are:

| $m$ | $\varepsilon$ | bracket width | $\theta-\lambda$ |
|---:|---:|---:|---:|
| 1 | 14.4 | 1.44 | 0.350 |
| 5 | 2.47 | 0.0423 | 0.00108 |
| 10 | 2.69 | 0.0503 | 0.00111 |
| 20 | 0.0154 | $1.65\times10^{-6}$ | $1.75\times10^{-7}$ |

The table hides a strong oscillation. The residual is 454 meV at $m=2$, where the bracket is wider than the plain residual interval, and 0.75, 2.69, 0.30 and 11.9 meV at $m=9$, 10, 11 and 12. Every bracket is valid, so the narrowest one found so far may be kept. The oscillation is allowed: step 3 makes the residual orthogonal to the basis, but does not minimize its norm, and for an interior eigenvalue $\theta$ need not improve steadily either. The bracket reports the setback by becoming wider.

At $m=40$ the formula gives a width of about $9\times10^{-10}$ meV, already below the assumed rounding allowance of $10^{-9}$ meV. At $m=60$ the two computed ends coincide. That printed zero is a limit of double precision, not a proof of zero error; the allowance then sets the uncertainty. A strict computer proof would need directed rounding or interval arithmetic.

A broader test used 2000 random mixtures of six neighbouring eigenvectors. Every mean energy lay in the window, and every bracket contained the edge, within the rounding allowance.

The hand example's warning also survives on the lattice. Give the next level, at 1.035392 eV, a 10% weight in $v$. Then $\theta=0.858699$ eV and $\varepsilon=58.898$ meV. With $\beta$ equal to that next level, the lower end reproduces the edge, 0.839066 eV, as the equality condition requires. With the false value $\beta=1.428044$ eV, the result is $[0.852606,0.860729]$ eV, which contains no eigenvalue.

## What the certificate leaves uncertain

The bracket belongs to the matrix supplied. If the intended matrix is $H+E$, with $E$ Hermitian and of spectral norm $\|E\|$, every mean energy changes by at most $\|E\|$. The min-max argument then gives

$$
|\lambda_j(H+E)-\lambda_j(H)|\le\|E\| .
$$

Both ends of the bracket must be moved outward by $\|E\|$. A uniform shift attains this bound. One random error matrix of norm 1 meV moved the edge by 0.046 meV, but without knowledge of its structure the safe allowance remains 1 meV. In a self-consistent density-functional calculation, an unconverged density is such an error: a tiny residual for a frozen Hamiltonian does not remove it.

The parameters are rough values in the regime of monolayer MoS₂, with a gap typical of semilocal density functionals. The clean band has an effective mass of 0.499 electron masses, near the rough typical value of 0.5. One trap per supercell means $1.76\times10^{13}$ cm⁻², a high density for dielectric traps. The shallow, short-range Gaussian is a model perturbation, not the potential of a charged trap: a point charge 1 nm away gives a long-range potential about 120 meV deep for a permittivity of 12 and 360 meV for a permittivity of 4, although for the window only the spread across the cell counts: for a permittivity of 4 it is 156 meV from the nearest image and 77 meV for the periodic array of charges, both below 206 meV. The Gaussian well hardly traps at all: in an effective-mass estimate an isolated well binds an electron by only about $3\times10^{-5}$ meV, so the 10.9 meV lowering of the edge is a band shift caused by the dense periodic array. The 206 meV margin also belongs to this two-band model, which has no conduction valleys other than $K$ and $K'$; further valleys of the real material would add levels that the window must exclude. The largest omission examined is the quasiparticle correction: a rough gap of 2.5 eV, with the midgap held fixed, raises the edge by 400 meV (at fixed hopping it also raises the model mass to 0.73). In a device the surrounding dielectric also changes this correction, so the computed edge is not a prediction of a measured level.

Smaller effects, each with the other settings held fixed, are as follows.

- One trap in a $14\times14$ supercell raises the edge by 7.1 meV. Diluting the mean potential alone gives $10.584\,(1-64/196)=7.13$ meV. The agreement is close because the further lowering beyond the mean potential is 0.35 meV in the small cell and 0.34 meV in this one; it is not a constant and falls to 0.25 meV at side 20. The $14\times14$ cell is not the isolated-trap limit: the shift is 9.0 meV at side 20 and 10.8 meV at side 80, approaching the clean edge.
- Warming from 300 to 350 K lowers the edge by 7.5 meV, if the gap shrinks by a rough 0.3 meV/K and both band edges share the change equally.
- A rough conduction-band spin splitting of 3 meV moves the two spin levels by $\pm1.5$ meV. Both then lie in the window, so (3) must be applied to each spin sector separately, which is possible while the potential does not mix the spins.
- A 10% larger hopping raises the edge by 0.06 meV.
- A uniform B-site shift of $\pm75$ meV, imitating the valence spin-orbit splitting, moves it by about $\pm0.016$ meV.

These numbers tell when to stop. The first bracket, 1.44 meV wide, is already narrower than the supercell and warming effects. For a nondegenerate electron gas at a fixed Fermi level, with the band shifting rigidly with its edge, the carrier density varies as $e^{-\lambda/k_BT}$. This requires densities well below about $1.1\times10^{13}$ cm⁻² at 300 K for this mass with two valleys and two spins; one electron per trap would already be degenerate and less sensitive to the edge. At 300 K, where $k_BT=25.85$ meV, the full width of that bracket changes the density by a factor $e^{1.44/25.85}=1.06$. Twenty basis vectors make the algebraic uncertainty negligible for this use, while the physical uncertainties stay where they were. The numerical output below gives the brackets to more digits.

## Computed results

```
Lattice constant 0.32 nm; gap 1.70 eV; hopping 1.30 eV
Trap depth 60.0 meV; Gaussian width 0.40 nm
Supercell 8 x 8; matrix size 128
Trap density: 1.76e+13 cm^-2
Band-edge effective mass: 0.499 electron masses
Clean edge 0.850000 eV; next clean level 1.056275 eV
Window: alpha = -0.850000 eV, beta = 0.996275 eV
Diagonalized edge: 0.839066018638 eV
Diagonalized neighbours: -0.860259 eV and 1.035392 eV
Trap potential on A: mean -10.5842 meV, standard deviation 14.3805 meV
Krylov size: theta (eV); eps, theta-lower, upper-theta, theta-edge (meV)
   1: 0.839415778; 1.438e+01, 1.318e+00, 1.224e-01, 3.498e-01
   5: 0.839067100; 2.467e+00, 3.872e-02, 3.604e-03, 1.082e-03
  10: 0.839067131; 2.690e+00, 4.604e-02, 4.285e-03, 1.112e-03
  20: 0.839066019; 1.541e-02, 1.510e-06, 1.406e-07, 1.753e-07
      bracket at size 20: [0.839066017, 0.839066019] eV
  40: 0.839066019; 3.643e-04, 8.442e-10, 7.860e-11, -6.883e-12
  60: 0.839066019; 4.209e-08, 0.000e+00, 0.000e+00, 6.661e-13
Final bracket width: 0.000e+00 meV; rounding allowance 1.0e-09 meV
Random trial vectors inside the window, all bracketed: 2000
10% mixture: theta 0.858699 eV, eps 58.898 meV
  true next level as beta: lower end 0.839066019 eV
  false beta 1.428044 eV: empty interval [0.852606, 0.860729] eV
Tenfold smaller vector error: residual falls 9.999 times, energy error 99.99 times
Random matrix error of norm 1 meV: edge moves 0.0460 meV, largest move 0.0985 meV
Effects left out (rough inputs), as changes of the edge:
  quasiparticle gap 2.5 eV: 399.8 meV
  valence spin-orbit shift -75 meV: -0.01588 meV
  valence spin-orbit shift +75 meV: +0.01584 meV
  conduction spin splitting 3 meV: +/-1.5 meV
  hopping larger by 10%: +0.0623 meV
  supercell 14 x 14, one trap: +7.128 meV
  warming 300 to 350 K, gap slope -0.3 meV/K shared equally: -7.5 meV
Thermal energy at 300 K: 25.85 meV
```
